# Langevin recombination and the mean free path that limits it

**Question.** Electrons and holes attract each other in a medium of relative permittivity $\varepsilon_r$. If every pair that meets recombines, how large is the recombination rate, how does it scale with mobility, permittivity and temperature, and up to what mean free path can the answer be trusted?

**Answer.** Write the recombination rate per volume as $k\,n\,p$, with $n$ and $p$ the electron and hole densities. The task is to find $k$. I use atomic units ($\hbar=e=m_e=4\pi\varepsilon_0=1$), and $T$ stands for $kT$. The carriers are dilute, so each pair can be treated alone and without screening.

## The size when carriers drift

At distance $r$ from a hole the field has magnitude $F=1/(\varepsilon_r r^2)$. The electron drifts towards the hole at speed $\mu_nF$ and the hole towards the electron at $\mu_pF$, so they approach at $(\mu_n+\mu_p)F$. For a uniform electron density $n$, the number arriving per time through a sphere of radius $r$ is

$$4\pi r^2\,n\,(\mu_n+\mu_p)\frac{1}{\varepsilon_r r^2}=\frac{4\pi(\mu_n+\mu_p)}{\varepsilon_r}\,n .$$

The radius cancels, because the area grows as the field falls. Dividing by $n$ gives the Langevin coefficient

$$k_L=\frac{4\pi(\mu_n+\mu_p)}{\varepsilon_r}.$$

In SI units the field is $q/(4\pi\varepsilon r^2)$, with $\varepsilon=\varepsilon_0\varepsilon_r$, and the same product is $k_L=q(\mu_n+\mu_p)/\varepsilon$. At fixed permittivity, temperature enters through the mobilities alone.

## What diffusion and the final reaction change

Drift comes with diffusion, with $D_i=\mu_iT$ for each carrier (the Einstein relation). Let $g$ be the pair density relative to its value at large separation. It depends on $\mathbf r=\mathbf r_n-\mathbf r_p$, so $\nabla_n=\nabla_r$ and $\nabla_p=-\nabla_r$. Each carrier's diffusion-drift term contains two such derivatives. The minus signs cancel, and the terms add to one with $D=D_n+D_p$.

The pair potential is $U=-1/(\varepsilon_r r)$. Define the Coulomb radius, where $|U|=T$:

$$r_c=\frac{1}{\varepsilon_rT}\qquad\left(\text{SI: } \frac{e^2}{4\pi\varepsilon kT}\right).$$

Then $U'/T=r_c/r^2$, and a steady inward flow $k$ obeys

$$4\pi r^2D\left(g'+\frac{r_c}{r^2}g\right)=k .$$

Multiplying the bracket by $e^{-r_c/r}$ turns it into a total derivative:

$$\frac{d}{dr}\left(g\,e^{-r_c/r}\right)=\frac{k}{4\pi D}\frac{e^{-r_c/r}}{r^2}
=\frac{k}{4\pi Dr_c}\frac{d}{dr}e^{-r_c/r}.$$

Here $4\pi Dr_c=4\pi(\mu_n+\mu_p)T/(\varepsilon_rT)=k_L$. Integrate from a contact distance $a$ to infinity, where $g=1$:

$$1-g(a)e^{-r_c/a}=\frac{k}{k_L}\left(1-e^{-r_c/a}\right).$$

Let pairs at contact react with rate coefficient $\kappa$, so that $k=\kappa g(a)$. Inserting $g(a)=k/\kappa$ and solving for $k$,

$$k=\frac{k_L}{1-e^{-r_c/a}+(k_L/\kappa)\,e^{-r_c/a}} .$$

The Langevin value follows when $a\ll r_c$ and $\kappa\gg k_Le^{-r_c/a}$. The second condition says that the reaction must outrun escape from the well. If it fails badly, the last term dominates and $k\to\kappa e^{r_c/a}$, which does not contain the mobility. A short free path is therefore not sufficient for the Langevin rate.

## Why a long free path spoils it

From here on the hole is held still, and the electron of mass $m$ moves classically. Collisions occur at rate $1/\tau$, and each redraws the velocity from the Maxwell distribution. A field then gives the mean drift speed $F\tau/m$, so $\mu=\tau/m$. With $v_T=\sqrt{T/m}$ and $\ell=v_T\tau$,

$$D=\mu T=v_T^2\tau,\qquad k_L=4\pi r_cv_T^2\tau=4\pi r_c^2v_T\,\frac{\ell}{r_c}.$$

The mean free path is $\lambda=\bar v\tau=\sqrt{8/\pi}\,\ell\approx1.596\,\ell$, where $\bar v$ is the mean thermal speed.

The last form of $k_L$ shows the difficulty. At $r=r_c$ the assumed drift speed is $v_T\ell/r_c$, which exceeds the thermal speed once $\ell>r_c$. An electron that crosses the well without a collision also keeps its energy: it speeds up, swings past and leaves. To recombine it must lose energy in a collision near the hole, or hit the contact directly. Both rates can be bounded.

**No state is overfilled.** Write the steady phase-space density as $f=h f_{eq}$, where $f_{eq}$ is the equilibrium density with the same carriers far away. Since $f_{eq}$ is constant along a collision-free orbit, $h$ changes only through collisions, each of which replaces it by its Maxwell average at that point. Far away $h=1$ for arriving pairs, and nothing returns from the sink. Averages of values between 0 and 1 stay in that range, so $f\le f_{eq}$.

**Collisions.** Suppose that, apart from direct hits, pairs recombine only after their energy has fallen below $-wT$, for some $w>0$. The rate cannot exceed the one-way equilibrium flow into such energies. At $s=r/r_c$ the potential energy is $-T/s$ and the equilibrium density is enhanced by $e^{1/s}$. The pair energy lies above $-wT$ if the kinetic energy exceeds $xT$, with $x=1/s-w$. The Maxwell probability of this is

$$Q(x)=\frac{2}{\sqrt\pi}\int_x^\infty\sqrt y\,e^{-y}dy .$$

The probability that the new velocity leaves the energy below $-wT$ is $P=1-Q$. This requires $x>0$, that is $s<1/w$. Summing over volume, with $r^2dr=r_c^3s^2ds$,

$$k_{\rm coll}\le C\,\frac{r_c^3}{\tau},\qquad C(w)=4\pi\int_0^{1/w}s^2e^{1/s}\,Q(x)\,P(x)\,ds .$$

Dividing by $k_L$ and using $\ell=v_T\tau$,

$$\frac{k_{\rm coll}}{k_L}\le\frac{C r_c^3/\tau}{4\pi r_cv_T^2\tau}=\frac{C}{4\pi}\left(\frac{r_c}{\ell}\right)^2 .$$

Any admissible $w$ gives a valid bound, so the smallest $C$ is the useful one. Numerically it is $C=2.245$ at $w=2.06$, so $C/4\pi=0.179$. The bound falls below 1 at $\ell=0.423\,r_c$, or $\lambda=0.675\,r_c$. Beyond that, collisional capture cannot supply the Langevin rate. At $\lambda=r_c$ it supplies at most 46% of it.

**Direct hits.** The equilibrium one-way flow onto the sphere $r=a$ is $4\pi a^2(\bar v/4)e^{r_c/a}$. Among arriving particles the kinetic energy $yT$ is distributed as $y\,e^{-y}$. The fraction above $x_a=r_c/a-w$ is $\int_{x_a}^\infty ye^{-y}dy=(1+x_a)e^{-x_a}$. Pairs not yet below $-wT$ therefore contribute at most

$$k_{\rm hit}\le\pi a^2\bar v\,e^{w}\left(1+\frac{r_c}{a}-w\right).$$

For $a\ll r_c$ this is close to $\pi a r_c\bar v e^w$. Divided by $k_L$ it becomes $(\bar v/4v_T)\,e^w a/\ell\approx3.1\,a/\ell$ at $w=2.06$, which is small for a contact much smaller than the free path.

The two limits scale in opposite ways. The Langevin coefficient grows as $\mu/\varepsilon_r$. The collisional ceiling $Cr_c^3/\tau$ falls as $1/\mu$ at fixed mass, and varies as $\varepsilon_r^{-3}T^{-3}$ at fixed $\tau$. With rare collisions, higher mobility means less chance to lose energy inside the well.

## How gradual the crossover is

The bound says nothing where it exceeds 1. Simulated trajectories fill the gap. Here the hole has no reactive contact, and a pair counts as recombined once bound by $8T$. The region outside the simulated sphere is added as a diffusion resistance, an approximation at intermediate free paths. Each error is the ratio divided by the square root of the number of captures. This overstates the sampling error at short free paths, where part of the resistance is the computed outer one and carries no noise. It leaves out systematic errors, such as those of the finite orbit step and the outer region, so the two shortest rows should be trusted only to several hundredths.

| $\lambda/r_c$ | $k/k_L$ simulated | collisional bound |
|---|---|---|
| 0.08 | 1.02 ± 0.03 | above 1 |
| 0.17 | 0.91 ± 0.02 | above 1 |
| 0.48 | 0.45 ± 0.02 | above 1 |
| 1.60 | 0.073 ± 0.003 | 0.179 |
| 4.79 | 0.0094 ± 0.0005 | 0.0199 |
| 16.7 | 0.00077 ± 0.00005 | 0.0016 |

There is no sharp edge at $\lambda=r_c$. In this model the rate has already dropped by more than half at $\lambda\approx r_c/2$, so "below the Coulomb radius" has to mean well below it.

## Two mobilities in one model medium

Take $\varepsilon_r=4$, $kT=0.025$ eV, $m=4$, a hole at rest and $a=3$ Å. With $e^2/(4\pi\varepsilon_0)=14.40$ eV Å,

$$r_c=\frac{14.40}{4\times0.025}=144\ \text{Å}.$$

The thermal speed is $v_T=0.3316$ Å/fs.

**Case A: $\mu=200$ Å²/(V fs).** The collision time is 45.5 fs, so $\ell=0.3316\times45.5=15.1$ Å and $\lambda=1.596\times15.1=24.1$ Å, about one sixth of $r_c$. The Langevin coefficient is

$$k_L=4\pi\times14.40\times\frac{200}{4}=9.05\times10^3\ \text{Å}^3/\text{fs}=9.05\times10^{-6}\ \text{cm}^3/\text{s}.$$

Without a reactive contact, the simulated ratio 0.91 lowers this to about $8\times10^3$ Å³/fs. Given the sampling and systematic errors, the reduction is known only roughly, as a tenth to a sixth. A contact that reacts at 3 Å can only add captures, and its effect was not simulated. The direct-hit bound is 0.61 of $k_L$ here, too loose to say how much the contact adds. Re-escape is negligible unless the contact reaction is extraordinarily slow, since $e^{-r_c/a}=1.4\times10^{-21}$.

**Case B: $\mu=20000$ Å²/(V fs).** Both $k_L$ and $\ell$ grow a hundredfold, to $9.05\times10^5$ Å³/fs and 1508 Å. Now $\lambda=2407$ Å, about 17 times $r_c$. The bounds on $k/k_L$ are 0.0016 from collisions and 0.0061 from direct hits, together 0.0077. The Langevin formula is thus too large by a factor of at least $1/0.0077\approx130$.

Without a reactive contact, the simulation gives $k\approx7\times10^2$ Å³/fs, or $7\times10^{-7}$ cm³/s, some 1300 times below $k_L$. Without a contact, raising the mobility a hundredfold has thus lowered the rate by a factor of roughly ten. If every touch at 3 Å reacted, free pairs alone would add roughly $\pi a^2\bar v(1+r_c/a)/k_L\approx0.0008$ to the ratio, as much as collisional capture. Pairs already bound, but by less than $8T$, can touch it as well, because each collision puts them on a new orbit that may reach the contact. In case B such a contact therefore more than doubles the rate.

## How far the conclusion reaches

Classical orbits need $r_c$ to be much larger than the reduced thermal wavelength $1/(mv_T)$; here the ratio is 16.5. Deeper in the well the margin is thinner. The exciton Rydberg $m/(2\varepsilon_r^2)$ is $136\,kT$, so the hydrogenic level spacing is about $0.5\,kT$ at binding $2T$ and about $4\,kT$ at $8T$. Orbits that reach $a=3$ Å have angular momentum of at most about $\sqrt{2ma/\varepsilon_r}\approx3.4\,\hbar$, so the direct-hit numbers are rough. They also need $\tau kT/\hbar\gg1$. This is 173 in case B but only 1.7 in case A, where the reduction by a tenth to a sixth is a result of the classical model without a reactive contact and not a precise prediction. The drift-diffusion derivation of $k_L$ does not use these orbits.

The factors 0.675 and 0.46 belong to a hole at rest, to velocity-redrawing collisions and to capture without direct hits. For two mobile carriers of similar mass, or collisions that remove little energy, they would have to be computed anew. The numerical check below covers the contact formula, both bounds and the Langevin limit.

## Table of computed values

```
relative permittivity: 4.0
kT: 0.025 eV
electron mass: 4.0 electron masses
contact distance: 3.0 angstrom
Coulomb radius r_c: 144.0 angstrom
thermal speed v_T: 0.3316 angstrom/fs
r_c / reduced thermal wavelength: 16.5
back-escape factor exp(-r_c/a): 1.43e-21
best dividing depth w: 2.059 kT
smallest flux constant C: 2.245
C/(4 pi): 0.1787
largest ell/r_c allowing Langevin: 0.423
largest mean free path/r_c allowing it: 0.675
largest k/k_L at mean free path = r_c: 0.455
direct hits, a=0.5 r_c, simulated: 4.264 r_c^2 v_T
direct hits, a=0.5 r_c, formula: 4.426 r_c^2 v_T
ell/r_c, path/r_c, k/k_L simulated, sampling error, upper bound:
  0.050  0.080  1.02330  0.03301  71.47222
  0.105  0.167  0.90556  0.01940  16.29080
  0.300  0.479  0.44658  0.01665  1.98534
  1.000  1.596  0.07250  0.00313  0.17868
  3.000  4.787  0.00944  0.00046  0.01985
  10.473  16.712  0.00077  0.00005  0.00163
A mobility: 200 angstrom^2/(V fs)
A collision time: 45.5 fs
A tau kT/hbar: 1.73
A ell: 15.1 angstrom
A mean free path: 24.1 angstrom
A Langevin k_L: 9048 angstrom^3/fs = 9.05e-06 cm^3/s
A simulated k: 8.19e+03 angstrom^3/fs = 8.2e-06 cm^3/s
A bound on k/k_L, collisions: 16.29080
A bound on k/k_L, direct hits: 0.60821
B mobility: 20000 angstrom^2/(V fs)
B collision time: 4548.5 fs
B tau kT/hbar: 172.76
B ell: 1508.1 angstrom
B mean free path: 2406.5 angstrom
B Langevin k_L: 9.048e+05 angstrom^3/fs = 0.000905 cm^3/s
B simulated k: 694 angstrom^3/fs = 6.9e-07 cm^3/s
B bound on k/k_L, collisions: 0.00163
B bound on k/k_L, direct hits: 0.00608
```
